# Phonon-assisted absorption at an indirect gap: free pairs and excitons, part 3

A photon $\hbar\omega$ and a phonon $\hbar\Omega$ create an electron (mass $m_e$, in one of $g$ valleys at $\mathbf k_0$) and a hole ($m_h$, zone centre) across an indirect gap $E_g$. How does their attraction $-e^2/\epsilon_br$ change the absorption coefficient $\alpha$? Units are Gaussian; $m$ is the free-electron mass, $n_r$ the refractive index, $\rho$ the density, $T_L$ the temperature. With $N=1/(e^{\hbar\Omega/k_BT_L}-1)$, $x_a=\hbar\omega-E_g+\hbar\Omega$ (phonon absorbed) and $x_e=\hbar\omega-E_g-\hbar\Omega$ (emitted),

$$\alpha=C(\omega)\big[NJ(x_a)+(N+1)J(x_e)\big],\qquad C=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\,2g\,\frac{\hbar}{2\rho\Omega}|T|^2,\qquad B=C\,\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6}.$$

Free pairs have $J=(m_em_h)^{3/2}x^2/16\pi^3\hbar^6$, the quadratic law of part (a). (A1) includes a non-degenerate valence band; (A4) takes the amplitude $T$ as nonzero and constant, for excess energies small against its denominators. Lemma 5: attraction replaces $J$ by

$$J_x(x)=\sum_\nu|\phi_\nu(0)|^2\,G_M(x-\mathcal E_\nu),$$

with relative eigenfunctions $\phi_\nu$ and energies $\mathcal E_\nu$, $G_{m^*}(E)=(2m^*/\hbar^2)^{3/2}\sqrt E/4\pi^2$, $M=m_e+m_h$, $\mu=m_em_h/M$, $a=\epsilon_b\hbar^2/\mu e^2$, $R_x=\mu e^4/2\hbar^2\epsilon_b^2$. The pair wave vector $\mathbf K=\mathbf k_e+\mathbf k_h$ carries energy $\hbar^2K^2/2M$. Part (b), to be proved, states $CJ_x=BR_x^2F(x/R_x)$ with

$$F(u)=32\sum_{n=1}^\infty\frac{\sqrt{u+1/n^2}}{n^3}+\frac8\pi\int_0^u\frac{2\pi\sqrt{u-t}}{1-e^{-2\pi/\sqrt t}}\,dt,$$

each root counted only where it is real and the integral only for $u>0$.

Lemma 6 states $\mathcal E_n=-R_x/n^2$, $|\phi_n(0)|^2=1/\pi a^3n^3$ (proved) and, for $t=\mathcal E/R_x$, the continuum weight

$$\frac{1}{4\pi^2a^3}\,\sqrt t\,S(t)\,dt,\qquad S=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad\eta=\frac1{\sqrt t}.$$

For the latter, with lengths in $a$, energies in $R_x$, $l=0$ and $t=k^2$, the radial function is $\mathrm u=r\chi$, $|\phi(0)|^2=\mathrm u'(0)^2/4\pi$ for $\int\mathrm u^2dr=1$, $\chi=\int_{-k}^kw(s)e^{isr}ds$ and $w=\Big(\frac{k+s}{k-s}\Big)^{i\eta}$.

Example: $E_g=1.0$ eV, $\hbar\Omega=0.05$ eV, $m_e=0.3m$, $m_h=m_\Gamma=0.5m$, $g=6$, $n_r=3.5$, $\rho=2.5$ g/cm$^3$. The single path through a zone-centre band (energy $E_0=3.0$ eV, mass $m_\Gamma$) has $|T|^2=|p|^2(D/\Delta)^2$, $\Delta=E_0-\hbar\omega$, phonon coupling $D=5\times10^8$ eV/cm, momentum element $p$, $E_P=2|p|^2/m=20$ eV. The light factor is $4\pi^2e^2|p|^2/n_rc\,m^2\omega$. With $b=1+m_h/m_\Gamma$, the denominator's $k$ dependence multiplies a free-pair branch by $1-bx/\Delta$ to first order. With $1/\mu'=1/m_h+1/m_\Gamma$ and $\lambda^2=\hbar^2/2\mu'\Delta$, the finite creation range lowers the exciton amplitude by $2\lambda/a$ and intermediate-state attraction raises it by $2(\mu'/\mu)\lambda/a$; both double in $\alpha$.

At the origin substitute $s=k\tanh(y/2)$, for which $(k+s)/(k-s)=e^y$ and $ds=(k/2)\,\mathrm{sech}^2(y/2)\,dy$, so $\chi(0)=(k/2)I$ with $I=\int_{-\infty}^\infty e^{i\eta y}\mathrm{sech}^2(y/2)\,dy$. On the line $y+2\pi i$ the integrand is multiplied by $e^{-2\pi\eta}$, so the rectangle between the two lines gives $I(1-e^{-2\pi\eta})=2\pi i\,\mathrm{Res}$. The only pole is at $y=i\pi+z$, $z=0$, where $\cosh(y/2)=i\sinh(z/2)$ and $\mathrm{sech}^2=-4/z^2+O(1)$ with no $1/z$ term. The residue is $-4$ times the derivative of $e^{i\eta y}$, that is $-4i\eta e^{-\pi\eta}$. Then $I=8\pi\eta e^{-\pi\eta}/(1-e^{-2\pi\eta})=4\pi\eta/\sinh\pi\eta$ and, with $k\eta=1$, $\chi(0)=2\pi/\sinh\pi\eta$.

At large $r$ deform the path into the upper half plane, where $w$ is analytic and bounded and $e^{isr}$ decays: up from $-k$ and down to $k$. On the second leg $s=k+i\tau$, only $\tau\lesssim1/r$ matters, $k+s\simeq2k$, and $(k-s)^{-i\eta}=(\tau e^{-i\pi/2})^{-i\eta}=\tau^{-i\eta}e^{-\pi\eta/2}$. The leg, run downward, contributes

$$-i\,e^{ikr}(2k)^{i\eta}e^{-\pi\eta/2}\int_0^\infty\tau^{-i\eta}e^{-\tau r}d\tau=-\frac{i}{r}\,e^{-\pi\eta/2}\,\Gamma(1-i\eta)\,e^{i(kr+\eta\ln2kr)} .$$

The other leg is the complex conjugate, so $\mathrm u\to\mathcal A\sin(kr+\eta\ln2kr+\arg\Gamma(1-i\eta))$ with $\mathcal A^2=4e^{-\pi\eta}|\Gamma(1-i\eta)|^2$. The reflection formula gives $|\Gamma(1-i\eta)|^2=i\eta\,\Gamma(i\eta)\Gamma(1-i\eta)=i\eta\pi/\sin(i\pi\eta)=\pi\eta/\sinh\pi\eta$. Therefore

$$\frac{\chi(0)^2}{\mathcal A^2}=\frac{4\pi^2}{\sinh^2\pi\eta}\cdot\frac{e^{\pi\eta}\sinh\pi\eta}{4\pi\eta}=\frac{\pi e^{\pi\eta}}{\eta\sinh\pi\eta}=k^2\,\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}=k^2S .$$

In a sphere of radius $L\to\infty$ the norm is $\int\mathrm u^2dr\simeq\mathcal A^2L/2$, and the condition $\mathrm u(L)=0$ advances the phase by $\pi$ per level, giving $L\,dk/\pi$ levels up to terms in $\ln L$. As $\mathrm u'(0)=\chi(0)$, the weight is $\frac{1}{4\pi}\cdot\frac{2k^2S}{L}\cdot\frac{L\,dk}{\pi}=\frac{k^2S\,dk}{2\pi^2}$, and $k^2dk=\frac12\sqrt t\,dt$. Restoring $a^{-3}$ gives the statement. $\square$

The Sommerfeld factor $S$ tends to 1 for fast pairs, where the free density $G_\mu$ returns. For slow pairs $\sqrt t\,S=2\pi/(1-e^{-2\pi/\sqrt t})\to2\pi$: the attraction raises the contact probability as $1/k$ and turns the vanishing density of states into a step.

### Proof of part (b)

Write the bound weight as $\frac{1}{4\pi^2a^3}\cdot\frac{4\pi}{n^3}$ and insert Lemma 6 in Lemma 5 with $u=x/R_x$ and $G_M=\frac1{4\pi^2}(2M/\hbar^2)^{3/2}R_x^{1/2}\sqrt{u-\mathcal E/R_x}$:

$$J_x=\frac{1}{16\pi^4a^3}\Big(\frac{2M}{\hbar^2}\Big)^{3/2}R_x^{1/2}\Big[\sum_n\frac{4\pi}{n^3}\sqrt{u+\frac1{n^2}}+\int_0^u\sqrt t\,S\,\sqrt{u-t}\,dt\Big].$$

With $a^{-3}=(2\mu R_x/\hbar^2)^{3/2}$ and $\mu M=m_em_h$ the prefactor is $8(m_em_h)^{3/2}R_x^2/16\pi^4\hbar^6$, which equals $\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6}R_x^2\cdot\frac8\pi$. The bound term becomes $\frac8\pi\cdot4\pi=32$ times the sum, and the bracket times $8/\pi$ is $F(u)$. Hence $CJ_x=BR_x^2F$. For $-1<u<-\frac14$ only $n=1$ contributes, and

$$\alpha_{1s}=32\,B\,R_x^{3/2}\times\begin{cases}N\,\sqrt{\hbar\omega-(E_g-R_x-\hbar\Omega)}\\(N+1)\,\sqrt{\hbar\omega-(E_g-R_x+\hbar\Omega)}\end{cases}$$

for the two branches. The behaviour at large $u$ is Lemma 8. $\square$

The function $F$ is tested against a finite-difference diagonalization of the radial problem in a box, summing $32\pi|\phi_\nu(0)|^2\sqrt{u-\mathcal E_\nu}$ over the computed levels. Formula and grid give $22.627$ and $22.625$ at $u=-0.5$, $48.29$ and $48.30$ at $u=0.5$, and $904.2$ and $904.4$ at $u=16$. With the attraction switched off the same sum reproduces $u^2$ within one per cent.

### Lemma 7. No separate onset at the gap

*For $u\to0^+$ the continuum term alone is $\frac{32}3u^{3/2}$, but $F(u)=32\zeta(4)+16\zeta(2)\,u+2u^2+O(u^{5/2})$.*

*Proof.* In the continuum term $1/(1-e^{-2\pi/\sqrt t})$ differs from 1 by a quantity of order $e^{-2\pi/\sqrt u}$, and $\frac8\pi\cdot2\pi\int_0^u\sqrt{u-t}\,dt=16\cdot\frac23u^{3/2}$. In the bound series write each term as

$$\frac{\sqrt{1+un^2}}{n^4}=\frac1{n^4}+\frac{u}{2n^2}+u^2h(n\delta),\qquad h(y)=\frac{\sqrt{1+y^2}-1-y^2/2}{y^4},\qquad\delta=\sqrt u .$$

The first two parts sum to $\zeta(4)+\frac12\zeta(2)u$. The function $h$ is smooth, with $h(0)=-\frac18$ from the $y^4$ term of the root, and falls as $-1/2y^2$. The trapezoidal rule states $\delta\big[\frac12h(0)+\sum_{n\ge1}h(n\delta)\big]=\int_0^\infty h\,dy+\mathcal R$. On one interval the error is the integral of $h''$ against the kernel $\frac12(y-y_n)(y_{n+1}-y)\le\delta^2/8$, so $|\mathcal R|\le\frac{\delta^2}{8}\int_0^\infty|h''|dy$, which is finite. An antiderivative of $h$ is

$$-\frac{(1+y^2)^{3/2}}{3y^3}+\frac1{3y^3}+\frac1{2y},$$

since the derivative of the first term is $\sqrt{1+y^2}\,[(1+y^2)-y^2]/y^4$. It tends to $-\frac13$ at infinity, and to zero at $y=0$, where $(1+y^2)^{3/2}=1+\frac32y^2+O(y^4)$ cancels both poles. So $\sum_{n\ge1}h(n\delta)=-\frac1{3\delta}+\frac1{16}+O(\delta)$, and multiplying by $32u^2$ gives $-\frac{32}3u^{3/2}+2u^2+O(u^{5/2})$. The $u^{3/2}$ terms cancel. $\square$

The cancellation has a direct cause. High bound levels are spaced by $2/n^3$ and carry weight $4\pi/n^3$, a density $2\pi$ per unit energy, equal to the limit of $\sqrt t\,S$. The weight density is continuous on average through $\mathcal E=0$, so nothing new begins there. The numbers are $F(0)=34.63$ and slope $26.32$, and both the continuum coefficient and the $2u^2$ term are tested at small $u$. Within this model no separate onset begins at $E_g\mp\hbar\Omega$; the visible onsets are the exciton thresholds. The step of level $n$ has coefficient $32/n^3$, so $n=2$ is one eighth of $n=1$. Just below the gap $F$ is an accumulation of ever smaller square-root onsets, yet its average course continues smoothly: the constant and linear terms of the lemma hold there too, with an error of order $u^2$.

### Lemma 8. Return to the quadratic law

*For $u\to\infty$, $F(u)=u^2+\frac{16}3u^{3/2}+\frac{4\pi^2}3u+O(\sqrt u)$.*

*Proof.* With $\xi=2\pi/\sqrt t$, the expansion $\xi/(1-e^{-\xi})=1+\xi/2+\xi^2/12+O(\xi^4)$ gives $\sqrt t\,S=\sqrt t+\pi+\pi^2/3\sqrt t+r(t)$, which defines $r$. At large $t$, $r=O(t^{-3/2})$; at small $t$, $\sqrt t\,S$ is bounded and $r=O(t^{-1/2})$. So $|r|$ is integrable on $(0,\infty)$ and its contribution is at most $\frac8\pi\sqrt u\int|r|dt$. The bound series is at most $32\zeta(3)\sqrt{u+1}$. The three explicit terms need $\pi u^2/8$, $\frac23u^{3/2}$ and, with $t=u\sin^2\theta$, $\int_0^u\sqrt{(u-t)/t}\,dt=2u\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi u/2$. Multiplying by $\frac8\pi$, $\frac8\pi\pi$ and $\frac8\pi\frac{\pi^2}3$ gives $u^2$, $\frac{16}3u^{3/2}$ and $\frac{4\pi^2}3u$. $\square$

The approach is slow. The first correction alone equals the free term at $u=(16/3)^2\approx28$, and at $u=100$ the ratio $F/u^2$ is still $1.686$. The check asserts that the remainder after three terms is below $25\sqrt u$ at $u=10^2$ and $10^4$. The quadratic law of part (a) is thus the limit $x\gg R_x$ of part (b), and it describes a range of the spectrum only if that range also satisfies $bx\ll\Delta$.

### Remarks on the conditions

The square root rests on three things: a discrete internal level, a parabolic three-dimensional centre-of-mass band, and an amplitude that is nonzero at $\mathbf K=0$. With ellipsoidal masses the separation of Lemma 5 goes through axis by axis, $M^{3/2}$ becomes $(M_1M_2M_3)^{1/2}$ with $M_i$ the sum of the masses along axis $i$, and the root survives, but the levels and $|\phi(0)|^2$ are no longer hydrogenic. A phonon group velocity $\mathbf v$ at the valley adds a term $\pm\hbar\mathbf v\cdot\mathbf K$ to the energy balance; completing the square, $\hbar^2K^2/2M\pm\hbar\mathbf v\cdot\mathbf K=(\hbar\mathbf K\pm M\mathbf v)^2/2M-Mv^2/2$, lowers the threshold by $Mv^2/2$ and leaves the root intact. If the amplitude vanishes linearly in $\mathbf K$, the weight gains a factor $K^2$ and the onset becomes a power $3/2$. A degenerate valence band couples relative and centre-of-mass motion and lies outside (A1). A finite lifetime rounds each root over an energy of order the level width, and the steps with $n\ge2$ merge once the width exceeds their spacing; none of this is contained in the formulas.

### Worked example, excitons

The same model with $\epsilon_b=12$ has $\mu=0.1875m$, $M=0.8m$, $R_x=0.01772$ eV, $a=3.39\times10^{-7}$ cm and $|\phi_{1s}(0)|^2=8.19\times10^{18}$ cm$^{-3}$. The $1s$ thresholds are $0.95-0.0177=0.9323$ eV and $1.05-0.0177=1.0323$ eV. With $B=345.95$ cm$^{-1}$eV$^{-2}$ at the upper one, the step coefficient is $32\cdot345.95\cdot0.01772^{3/2}=26.1$ cm$^{-1}$eV$^{-1/2}$.

At $\hbar\omega=1.04$ eV the emission branch has $u_e=-0.564$, below the free threshold and below $n=2$, so $F(u_e)=32\sqrt{1-0.564}=21.1$. The absorption branch has $u_a=5.08$ and $F(u_a)=217.9$. With $B=346.1$ cm$^{-1}$eV$^{-2}$ and $R_x^2=3.14\times10^{-4}$ eV$^2$, the product $BR_x^2$ is $0.1087$ cm$^{-1}$. At 77 K,

$$\alpha=0.1087\,(5.34\times10^{-4}\cdot217.9+1.0005\cdot21.12)=0.1087\,(0.12+21.13)=2.31\ \mathrm{cm^{-1}},$$

against $0.0015$ cm$^{-1}$ for free pairs, where the emission branch has not yet opened. At this energy the absorption branch contributes $0.12$ to the bracket against $21.13$, so the $1s$ emission step stands on a background about 180 times smaller; below the step, at $1.00$ eV and 77 K, the excitonic value is $0.0072$ cm$^{-1}$. At 300 K the energies $1.00$ and $1.04$ eV give $2.28$ and $6.68$ cm$^{-1}$: the absorption branch, with $N=0.169$, now supplies a background comparable to the step. In this unbroadened model (at 300 K, $k_BT_L$ exceeds $R_x$ and real steps are rounded) the lower step is open at $0.94$ eV, where $u_a=-0.564$ and $\alpha$ is $0.39$ cm$^{-1}$ at 300 K and $0.0012$ cm$^{-1}$ at 77 K, while free pairs give zero.

At $1.10$ eV and 300 K, $u_a=8.47$, $u_e=2.82$, $F(u_a)=390.6$, $F(u_e)=124.6$, and

$$\alpha=348.2\cdot3.14\times10^{-4}\,(0.169\cdot390.6+1.169\cdot124.6)=0.1093\cdot211.7=23.1\ \mathrm{cm^{-1}},$$

ten times the free-pair value $2.34$ cm$^{-1}$. At $1.20$ eV the values are $65$ and $13$ cm$^{-1}$, still a factor of five apart. A binding energy under two per cent of the gap therefore governs the magnitude of the edge over this whole range. The energy at which the first Coulomb correction drops to the size of the free term is $28R_x\approx0.5$ eV above threshold, where $bx/\Delta$ is no longer small and (A4) has failed. In this model, with no screening beyond $\epsilon_b$, there is no window in which the pure quadratic law holds; it requires a smaller $R_x$, through a lighter reduced mass or a larger $\epsilon_b$, or a larger direct gap. A straight plot of $\sqrt\alpha$ against $\hbar\omega$ is no evidence for the quadratic law: between $1.10$ and $1.30$ eV the excitonic formula gives a $\sqrt\alpha$ within two per cent of a straight line, whose intercept, about $0.97$ eV at 77 K and $0.95$ eV at 300 K, lies well below the emission threshold of $1.05$ eV. The correction factors for the denominator quoted earlier were computed for free pairs. The excitonic values carry in addition an error of relative order $\sqrt{R_x/\Delta}\approx0.1$, present even at threshold. At the upper $1s$ threshold, with $\mu'=0.25m$ and $\lambda/a=0.082$, the finite creation range lowers $\alpha$ by $4\lambda/a\approx0.33$ to first order and the attraction in the intermediate state raises it by $4(\mu'/\mu)\lambda/a\approx0.44$; the net rise, somewhat above ten per cent, is the remainder of two larger effects and turns into a reduction when $\mu'<\mu$.

## Table of computed values

```
exact diagonalization vs second order, worst rel. dev. = 9.2e-06
exponent of counted pair number (expected 2+1) = 3.000
u = -0.50: F formula = 22.627, F grid = 22.625
u = -0.05: F formula = 33.327, F grid = 33.324
u =  0.50: F formula = 48.294, F grid = 48.300
u =  4.00: F formula = 171.010, F grid = 171.043
u = 16.00: F formula = 904.177, F grid = 904.397
F(0) = 34.634, slope 16 zeta(2) = 26.319, F(100)/100^2 = 1.686
Eg = 1.0 eV, E0 = 3.0 eV, hOmega = 0.05 eV, EP = 20.0 eV
me = 0.3 m, mh = 0.5 m, mGamma = 0.5 m, g = 6
eps = 12.0, nr = 3.5, rho = 2.5 g/cm^3, D = 5.0e+08 eV/cm
mu = 0.1875 m, M = 0.8 m, Ry = 0.01772 eV, a = 3.387e-07 cm
|phi_1s(0)|^2 = 8.194e+18 cm^-3
free thresholds: 0.9500 eV (abs), 1.0500 eV (em)
1s thresholds: 0.9323 eV (abs), 1.0323 eV (em)
hbar/(2 rho Omega) = 2.7765e-42 cm^5, J/x^2 = 2.6467e+41 cm^-6 eV^-3
at 1.1 eV: light factor = 5.7019e-16 eV cm^2, (D/Delta)^2 = 6.9252e+16 cm^-2
B at 1s emission threshold = 345.95 cm^-1 eV^-2
1s step 32 B Ry^1.5 = 26.104 cm^-1 eV^-1/2
hw = 0.94 eV: B = 346.6 cm^-1 eV^-2, u_a = -0.564, u_e = -6.209
   F(u_a) = 21.12, F(u_e) = 0.00
hw = 1.00 eV: B = 345.7 cm^-1 eV^-2, u_a = 2.822, u_e = -2.822
   F(u_a) = 124.60, F(u_e) = 0.00
hw = 1.04 eV: B = 346.1 cm^-1 eV^-2, u_a = 5.080, u_e = -0.564
   F(u_a) = 217.92, F(u_e) = 21.12
hw = 1.10 eV: B = 348.2 cm^-1 eV^-2, u_a = 8.467, u_e = 2.822
   F(u_a) = 390.57, F(u_e) = 124.60
hw = 1.20 eV: B = 355.6 cm^-1 eV^-2, u_a = 14.112, u_e = 8.467
   F(u_a) = 759.31, F(u_e) = 390.57
T = 77 K: kT = 0.00664 eV, N = 5.3413e-04, (N+1)/N = 1873.20
   hw = 0.94 eV: alpha free = 0 cm^-1, exciton = 0.001227 cm^-1
   hw = 1.00 eV: alpha free = 0.0004616 cm^-1, exciton = 0.00722 cm^-1
   hw = 1.04 eV: alpha free = 0.001497 cm^-1, exciton = 2.308 cm^-1
   hw = 1.10 eV: alpha free = 0.8752 cm^-1, exciton = 13.65 cm^-1
   hw = 1.20 eV: alpha free = 8.018 cm^-1, exciton = 43.66 cm^-1
T = 300 K: kT = 0.02585 eV, N = 1.6898e-01, (N+1)/N = 6.92
   hw = 0.94 eV: alpha free = 0 cm^-1, exciton = 0.3882 cm^-1
   hw = 1.00 eV: alpha free = 0.146 cm^-1, exciton = 2.284 cm^-1
   hw = 1.04 eV: alpha free = 0.4737 cm^-1, exciton = 6.681 cm^-1
   hw = 1.10 eV: alpha free = 2.342 cm^-1, exciton = 23.13 cm^-1
   hw = 1.20 eV: alpha free = 13.11 cm^-1, exciton = 65.28 cm^-1
hw = 1.1 eV emission: exact/constant-T = 0.9498, first order = 0.9474
hw = 1.2 eV emission: exact/constant-T = 0.8559, first order = 0.8333
```
